# Oxide surface energies from slab fits: removing the bulk-reference divergence: a numerical check

```python
"""
Result under test: for a nonpolar insulating slab of N layers,
    E_N = N*e_b + 2*A*gamma + (exponentially small remainder),
where e_b is the bulk energy in the SLAB'S OWN numerical settings.
A separate bulk energy e_sep gives gamma_N = gamma + N*(e_b-e_sep)/(2A).

Model: rocksalt (001), nearest-neighbour distance d, cell area A = 2 d^2,
ions of charge +-Q, repulsion phi(d) per nearest-neighbour bond, and
covalency between cation s (+DELTA) and anion p (-DELTA) orbitals with
hopping V ~ 1/d^2. Covalent energy is counted from the V = 0 ionic limit.
Energies in eV, lengths in nm. Parameters are round model values.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar
from mpmath import zeta

COUL = const.e / (4 * np.pi * const.epsilon_0) * 1e9      # eV nm
TO_J_M2 = const.e * 1e18                                # eV/nm^2 -> J/m^2
D0, Q, DELTA, V0, RHO = 0.21, 2.0, 4.0, 1.0, 0.03
ALPHA, T_GROWTH, NOISE = 0.002, 1000.0, 0.001            # nm^3, K, eV
LAYERS = np.arange(4, 13)


def area(d):
    return 2 * d**2


# ---------- electrostatics, in units of COUL*Q^2/d ----------
odd = np.arange(-15, 16, 2)
ROOT = np.sqrt(odd[:, None]**2 + odd[None, :]**2)


def layer_potential(z):
    """Potential above a cation of a checkerboard layer, z in units of d."""
    return 2 * np.sum(np.exp(-np.pi * ROOT * z) / ROOT)


def direct_layer_sum(m, size):
    """Real-space sum over one layer at height m, edge charges halved."""
    i = np.arange(-size, size + 1)
    w = np.ones(len(i))
    w[[0, -1]] = 0.5
    r2 = (i[:, None]**2 + i[None, :]**2 + m**2).astype(float)
    if m == 0:
        r2[size, size] = np.inf
    sign = (-1.0)**(np.abs(i[:, None]) + np.abs(i[None, :]) + abs(m))
    return np.sum(w[:, None] * w[None, :] * sign / np.sqrt(r2))


U = np.array([direct_layer_sum(0, 300)]
             + [2 * (-1)**m * layer_potential(m) for m in range(1, 25)])
for m in (1, 2):
    assert abs(2 * direct_layer_sum(m, 300) - U[m]) < 1e-5
cube = 40
madelung_direct = -sum((0.5 if abs(m) == cube else 1.0)
                       * direct_layer_sum(m, cube)
                       for m in range(-cube, cube + 1))
madelung = -U.sum()
assert abs(madelung - madelung_direct) < 1e-5


# ---------- covalent energies by diagonalization ----------
def plane_mesh(n):
    """kx*d, ky*d on an n x n mesh of the (001) surface cell."""
    a, b = np.meshgrid(*[2 * np.pi * np.arange(n) / n] * 2, indexing="ij")
    return ((a + b) / 2).ravel(), ((a - b) / 2).ravel()


def slab_covalent(N, n, d, shift=0.0, outer=1.0):
    """shift lowers DELTA in both surface layers; outer scales the
    hopping between each surface layer and its neighbour."""
    V = V0 * (D0 / d)**2
    kx, ky = plane_mesh(n)
    eye = np.eye(N)
    link = np.ones(N - 1)
    if N > 2:
        link[0] *= outer
        link[-1] *= outer
    vertical = np.diag(link, 1) - np.diag(link, -1)
    onsite = np.full(N, DELTA)
    if N > 1:
        onsite[[0, -1]] -= shift
    H = np.zeros((len(kx), 4 * N, 4 * N), complex)
    H[:] = np.diag(np.concatenate([onsite, -onsite, -onsite, -onsite]))
    T = np.zeros((len(kx), N, 3 * N), complex)
    T[:, :, :N] = 2j * V * np.sin(kx)[:, None, None] * eye
    T[:, :, N:2*N] = 2j * V * np.sin(ky)[:, None, None] * eye
    T[:, :, 2*N:] = V * vertical
    H[:, :N, N:] = T
    H[:, N:, :N] = np.conj(np.swapaxes(T, 1, 2))
    levels = np.linalg.eigvalsh(H)[:, :3 * N]
    return 2 * levels.sum(axis=1).mean() + 6 * onsite.sum()


def bulk_covalent(k, d):
    """k: array (points, 3) of k*d."""
    H = np.zeros((len(k), 4, 4), complex)
    H[:] = np.diag([DELTA, -DELTA, -DELTA, -DELTA])
    T = 2j * V0 * (D0 / d)**2 * np.sin(k)
    H[:, 0, 1:] = T
    H[:, 1:, 0] = np.conj(T)
    return 2 * np.linalg.eigvalsh(H)[:, :3].sum(axis=1).mean() + 6 * DELTA


def primitive_mesh(n):
    """n x n x n mesh of the face-centred cubic primitive cell."""
    a = np.array(np.meshgrid(*[2 * np.pi * np.arange(n) / n] * 3,
                             indexing="ij")).reshape(3, -1)
    return (a.sum(axis=0) / 2 - a).T


def matched_mesh(n, nz=24):
    """Slab in-plane mesh with a converged normal direction."""
    kx, ky = plane_mesh(n)
    kz = 2 * np.pi * np.arange(nz) / nz
    return np.column_stack([np.repeat(kx, nz), np.repeat(ky, nz),
                            np.tile(kz, len(kx))])


FINE = primitive_mesh(8)
assert abs(bulk_covalent(FINE, D0)
           - bulk_covalent(primitive_mesh(12), D0)) < 1e-6


# ---------- repulsion from bulk equilibrium ----------
def attraction(d):
    return -madelung * COUL * Q**2 / d + bulk_covalent(FINE, d)


h = 1e-4
PHI0 = RHO / 6 * (attraction(D0 + h) - attraction(D0 - h)) / (2 * h)


def phi(d):
    return PHI0 * np.exp(-(d - D0) / RHO)


def bulk_energy(k, d):
    return (-madelung * COUL * Q**2 / d + 6 * phi(d) + bulk_covalent(k, d))


best = minimize_scalar(lambda d: bulk_energy(FINE, d),
                       bounds=(0.18, 0.25), method="bounded",
                       options={"xatol": 1e-8})
assert abs(best.x - D0) < 1e-5


def slab_energy(N, n, d=D0, shift=0.0):
    m = np.arange(1, N)
    coul = N * U[0] + np.sum((N - m) * U[1:N])
    return (coul * COUL * Q**2 / d + (6 * N - 2) * phi(d)
            + slab_covalent(N, n, d, shift))


def gamma_parts(n, d=D0):
    """Closed form of 2*A*gamma: Coulomb, repulsion, covalent."""
    V = V0 * (D0 / d)**2
    kx, ky = plane_mesh(n)
    s = np.sin(kx)**2 + np.sin(ky)**2
    theta = np.pi * np.arange(200) / 200
    F = np.sqrt(DELTA**2 + 4 * V**2
                * (s[:, None] + np.cos(theta)[None, :]**2))
    coul = -np.sum(np.arange(len(U)) * U) * COUL * Q**2 / d
    return np.array([coul, -2 * phi(d), 2 * np.mean(F[:, 0] - F.mean(1))])


def fit(N, E, d=D0):
    slope, intercept = np.polyfit(N, E, 1)
    return slope, intercept / (2 * area(d))


A = area(D0)
E_coarse = np.array([slab_energy(N, 2) for N in LAYERS])
E_fine = np.array([slab_energy(N, 8) for N in LAYERS])
slope_c, gamma_c = fit(LAYERS, E_coarse)
slope_f, gamma_f = fit(LAYERS, E_fine)
e_matched = bulk_energy(matched_mesh(2), D0)
e_conv = bulk_energy(FINE, D0)
e_222 = bulk_energy(primitive_mesh(2), D0)

# slope and intercept against independent bulk and closed form
assert abs(slope_c - e_matched) < 1e-5
assert abs(slope_f - e_conv) < 1e-5
assert abs(gamma_c - gamma_parts(2).sum() / (2 * A)) < 1e-4
assert abs(gamma_f - gamma_parts(8).sum() / (2 * A)) < 1e-4
residual = np.max(np.abs(E_coarse - np.polyval(
    np.polyfit(LAYERS, E_coarse, 1), LAYERS)))
assert residual < 1e-5

# subtraction of matched and mismatched bulk energies
g_match = (E_coarse - LAYERS * e_matched) / (2 * A)
g_conv = (E_coarse - LAYERS * e_conv) / (2 * A)
g_222 = (E_coarse - LAYERS * e_222) / (2 * A)
assert np.ptp(g_match) < 1e-4
drift_conv = np.polyfit(LAYERS, g_conv, 1)[0]
drift_222 = np.polyfit(LAYERS, g_222, 1)[0]
assert abs(drift_conv - (e_matched - e_conv) / (2 * A)) < 1e-4
assert abs(drift_222 - (e_matched - e_222) / (2 * A)) < 1e-4
assert abs(drift_conv) > 0.01 and abs(drift_222) > 0.01
assert abs(g_conv[-1] - gamma_f) > 10 * abs(gamma_c - gamma_f)

# lattice-constant mismatch: slab stretched by 1 percent, bulk relaxed
D1 = 1.01 * D0
E_str = np.array([slab_energy(N, 8, D1) for N in LAYERS])
slope_s, gamma_s = fit(LAYERS, E_str, D1)
assert abs(slope_s - bulk_energy(FINE, D1)) < 1e-5
assert abs(gamma_s - gamma_parts(8, D1).sum() / (2 * area(D1))) < 1e-4
drift_s = np.polyfit(LAYERS, (E_str - LAYERS * e_conv)
                     / (2 * area(D1)), 1)[0]
assert abs(drift_s - (bulk_energy(FINE, D1) - e_conv)
           / (2 * area(D1))) < 1e-4

# very thin slabs: departure from the asymptotic line
thin = np.array([1, 2, 3])
E_thin = np.array([slab_energy(N, 8) for N in thin])
dev = E_thin - (thin * e_conv + gamma_parts(8).sum())
assert abs(dev[0]) > 5 * abs(dev[1]) > 25 * abs(dev[2])
gamma_thin = fit(thin, E_thin)[1]

# random energy noise: formula against simulated fits
mean_N = LAYERS.mean()
spread = np.sum((LAYERS - mean_N)**2)
sd_formula = NOISE * np.sqrt(1 / len(LAYERS) + mean_N**2 / spread) / (2 * A)
rng = np.random.default_rng(7)
noisy = E_fine[:, None] + NOISE * rng.standard_normal((len(LAYERS), 40000))
sd_sim = np.std(np.polyfit(LAYERS, noisy, 1)[1] / (2 * A))
assert abs(sd_sim / sd_formula - 1) < 0.02

# ---------- sizes of neglected effects ----------
# surface on-site shift caused by the missing half crystal
ms = np.arange(1, 20)
v_surf = abs(sum((-1)**m * layer_potential(m) for m in ms)) * COUL * Q / D0
E_shift = np.array([slab_energy(N, 8, shift=v_surf) for N in LAYERS])
slope_shift, gamma_shift = fit(LAYERS, E_shift)
assert abs(slope_shift - e_conv) < 1e-4
assert abs(gamma_shift - gamma_f) > 0.01

# rigid displacement of the outermost layer
base = slab_covalent(8, 4, D0)


def relax_energy(x):
    coul = sum(2 * (-1)**m * (layer_potential(m + x / D0)
                              - layer_potential(m)) for m in range(1, 8))
    cov = slab_covalent(8, 4, D0, outer=(D0 / (D0 + x))**2) - base
    return (coul * COUL * Q**2 / D0 + 2 * (phi(D0 + x) - phi(D0)) + cov / 2)


rel = minimize_scalar(relax_energy, bounds=(-0.03, 0.03), method="bounded",
                      options={"xatol": 1e-7})
assert rel.fun <= 1e-9 and abs(rel.x) < 0.029

# polarization of surface anions, with mutual repulsion of the dipoles
step = 1e-4
field = abs(sum((-1)**m * (layer_potential(m + step)
                           - layer_potential(m - step)) / (2 * step)
                for m in ms)) * COUL * Q / D0**2
i = np.arange(-400, 401)
r = np.hypot(i[:, None], i[None, :])
r[400, 400] = np.inf
dipole_sum = np.sum(r[r <= 400]**-3.0) + 2 * np.pi / 400
exact = 4 * zeta(1.5) * (zeta(1.5, 0.25) - zeta(1.5, 0.75)) / 4**1.5
assert abs(dipole_sum - float(exact)) < 1e-3
S = dipole_sum / (np.sqrt(2) * D0)**3
pol = -0.5 * ALPHA * field**2 / COUL / (1 + ALPHA * S)

# two surface ions, vertical force constant halved, classical limit
vib = -const.k * T_GROWTH / const.e * np.log(2)

# ---------- printed numbers ----------
print(f"neighbour distance d = {D0:.3f} nm, cell area A = {A:.4f} nm^2")
print(f"ion charge = {Q:.0f} e, on-site splitting = {2*DELTA:.1f} eV")
print(f"hopping V = {V0:.2f} eV, repulsion length = {RHO:.3f} nm")
print(f"repulsion per bond from equilibrium = {PHI0:.4f} eV")
print(f"Madelung constant: layer sum {madelung:.5f}, "
      f"direct {madelung_direct:.5f}")
for name, val in zip(("Coulomb", "repulsion", "covalent"), gamma_parts(8)):
    print(f"2*A*gamma, {name} part (8x8 mesh) = {val:.4f} eV")
print("Slab energies, 2x2 mesh and 8x8 mesh:")
for N in (4, 6, 8, 10, 12):
    print(f"  N={N:2d}: {E_coarse[N-4]:.5f} eV, {E_fine[N-4]:.5f} eV")
print(f"fit slope, 2x2 slabs = {slope_c:.5f} eV per layer")
print(f"matched bulk (2x2, dense normal) = {e_matched:.5f} eV")
print(f"converged bulk (8x8x8) = {e_conv:.5f} eV")
print(f"nominally equal bulk (2x2x2) = {e_222:.5f} eV")
print(f"fit gamma, 2x2 slabs = {gamma_c:.4f} eV/nm^2 "
      f"= {gamma_c*TO_J_M2:.4f} J/m^2")
print(f"fit gamma, 8x8 slabs = {gamma_f:.4f} eV/nm^2 "
      f"= {gamma_f*TO_J_M2:.4f} J/m^2")
print(f"largest fit residual, 2x2 slabs = {residual:.1e} eV")
print("gamma_N of 2x2 slabs (eV/nm^2) with bulk matched, 8x8x8, 2x2x2:")
for N in (4, 8, 12):
    print(f"  N={N:2d}: {g_match[N-4]:.4f}, {g_conv[N-4]:.4f}, "
          f"{g_222[N-4]:.4f}")
print(f"mismatch e_b - e_sep, 8x8x8 bulk = {1e3*(e_matched-e_conv):.2f} meV")
print(f"mismatch e_b - e_sep, 2x2x2 bulk = {1e3*(e_matched-e_222):.2f} meV")
print(f"drift, 8x8x8 bulk = {drift_conv:.4f} eV/nm^2 per layer")
print(f"drift, 2x2x2 bulk = {drift_222:.4f} eV/nm^2 per layer")
print(f"slab stretched 1%: bulk mismatch = {1e3*(slope_s-e_conv):.2f} meV")
print(f"slab stretched 1%: drift = {drift_s:.4f} eV/nm^2 per layer")
print(f"slab stretched 1%: fit gamma = {gamma_s:.4f} eV/nm^2")
for N, x in zip(thin, dev):
    print(f"departure from line at N={N}: {1e3*x:.4f} meV")
print(f"fit gamma from N=1,2,3 only = {gamma_thin:.4f} eV/nm^2")
print(f"noise {1e3*NOISE:.1f} meV: sd of gamma, formula {sd_formula:.5f}, "
      f"simulated {sd_sim:.5f} eV/nm^2")
print("Neglected effects, change of gamma:")
print(f"  outer layer moves {1e3*rel.x:.2f} pm: {rel.fun/A:.4f} eV/nm^2")
print(f"  on-site levels shift {v_surf:.3f} eV: "
      f"{gamma_shift-gamma_f:.4f} eV/nm^2")
print(f"  slope change caused by that shift = {slope_shift-slope_f:.1e} eV")
print(f"  anion polarizability {ALPHA:.3f} nm^3, field {field:.2f} V/nm: "
      f"{pol/A:.4f} eV/nm^2")
print(f"  vibrations at {T_GROWTH:.0f} K (estimate): {vib/A:.4f} eV/nm^2")
print("checks complete")
```

Running it gives:

```
neighbour distance d = 0.210 nm, cell area A = 0.0882 nm^2
ion charge = 2 e, on-site splitting = 8.0 eV
hopping V = 1.00 eV, repulsion length = 0.030 nm
repulsion per bond from equilibrium = 1.2608 eV
Madelung constant: layer sum 1.74756, direct 1.74756
2*A*gamma, Coulomb part (8x8 mesh) = 3.5791 eV
2*A*gamma, repulsion part (8x8 mesh) = -2.5216 eV
2*A*gamma, covalent part (8x8 mesh) = 0.4233 eV
Slab energies, 2x2 mesh and 8x8 mesh:
  N= 4: -165.32963 eV, -165.45217 eV
  N= 6: -248.73677 eV, -248.91863 eV
  N= 8: -332.14391 eV, -332.38510 eV
  N=10: -415.55105 eV, -415.85156 eV
  N=12: -498.95819 eV, -499.31802 eV
fit slope, 2x2 slabs = -41.70357 eV per layer
matched bulk (2x2, dense normal) = -41.70357 eV
converged bulk (8x8x8) = -41.73323 eV
nominally equal bulk (2x2x2) = -41.65858 eV
fit gamma, 2x2 slabs = 8.4164 eV/nm^2 = 1.3485 J/m^2
fit gamma, 8x8 slabs = 8.3943 eV/nm^2 = 1.3449 J/m^2
largest fit residual, 2x2 slabs = 5.1e-07 eV
gamma_N of 2x2 slabs (eV/nm^2) with bulk matched, 8x8x8, 2x2x2:
  N= 4: 8.4164, 9.0890, 7.3963
  N= 8: 8.4164, 9.7616, 6.3762
  N=12: 8.4164, 10.4342, 5.3561
mismatch e_b - e_sep, 8x8x8 bulk = 29.66 meV
mismatch e_b - e_sep, 2x2x2 bulk = -44.99 meV
drift, 8x8x8 bulk = 0.1682 eV/nm^2 per layer
drift, 2x2x2 bulk = -0.2550 eV/nm^2 per layer
slab stretched 1%: bulk mismatch = 12.27 meV
slab stretched 1%: drift = 0.0682 eV/nm^2 per layer
slab stretched 1%: fit gamma = 8.9000 eV/nm^2
departure from line at N=1: 51.8166 meV
departure from line at N=2: -0.8377 meV
departure from line at N=3: 0.0193 meV
fit gamma from N=1,2,3 only = 8.7843 eV/nm^2
noise 1.0 meV: sd of gamma, formula 0.00615, simulated 0.00615 eV/nm^2
Neglected effects, change of gamma:
  outer layer moves -1.08 pm: -0.0066 eV/nm^2
  on-site levels shift 0.905 eV: -3.0297 eV/nm^2
  slope change caused by that shift = 1.2e-06 eV
  anion polarizability 0.002 nm^3, field 19.24 V/nm: -1.7254 eV/nm^2
  vibrations at 1000 K (estimate): -0.6772 eV/nm^2
checks complete
```
